# Short-distance slope one can hide a roughness exponent of 3/2

A growing line edge, modelled as a straight periodic line 50 nm long, has reached a steady rms roughness of 0.0807 nm. Its height-difference plot has slope 1 at short distances. If that slope is taken as the roughness exponent, a line twice as long should be twice as rough, 0.161 nm. For the growth law treated below, the longer line has a roughness of 0.228 nm. The guess is 29% below the true value, and each further doubling of the length divides the ratio of guess to true value by another $\sqrt2$.

The slope was read correctly. The fault lies in the inference from the slope at short distance to the growth of roughness with size.

## The growth law and two exponents

Let $h(x,t)$ be the position of the edge at distance $x$ along the line, measured from its mean position. The edge starts flat, has small slopes and obeys

$$\frac{\partial h}{\partial t}=-K\frac{\partial^4 h}{\partial x^4}+\eta,\qquad \langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\,\delta(t-t').$$

The first term describes smoothing by surface diffusion. The noise $\eta$ describes random arrival of material. It is called nonconserved because arrivals add material instead of moving it along the edge.

On a periodic line of length $L$ write $h_k=\int_0^L h\,e^{-ikx}dx$, with $k=2\pi n/L$, and define the spectrum $S(k,t)=\langle|h_k|^2\rangle/L$. The mode $k=0$ is absent because the mean is removed. Four derivatives give $k^4$, so

$$h_k(t)=\int_0^t e^{-Kk^4(t-t')}\eta_k(t')\,dt',\qquad \langle\eta_k(t)\eta_k^*(t')\rangle=2DL\,\delta(t-t').$$

Squaring and averaging leaves one time integral:

$$S(k,t)=2D\int_0^t e^{-2Kk^4(t-t')}dt'=\frac{D}{Kk^4}\left(1-e^{-2Kk^4t}\right).$$

With the correlation length $\xi=(2Kt)^{1/4}$, the exponential is $e^{-(k\xi)^4}$. Modes with wavelengths well below $2\pi\xi$ have saturated; much longer ones are still growing.

Two quantities describe the roughness: the mean-square width $w^2=\langle h^2\rangle$ and the height-difference function

$$G(r)=\langle[h(x+r)-h(x)]^2\rangle .$$

The global exponent $\alpha$ is defined by $w\propto L^\alpha$ after saturation. The local exponent is the slope of $\ln\sqrt{G}$ against $\ln r$ at distances much shorter than $L$ and $\xi$.

## The counter-example on a saturated line

After saturation $S=D/(Kk^4)$, and the correlation function is

$$C(r)=\langle h(x+r)h(x)\rangle=\frac1L\sum_{k\ne0}\frac{D}{Kk^4}e^{ikr}.$$

Four derivatives cancel $k^4$. The remaining sum over all nonzero $k$ is a periodic delta function without its mean, so $C''''=(D/K)[\delta(r)-1/L]$. For $0<r<L$ this is $C''''=-D/(KL)$. With $y=r-L/2$, the solution symmetric about the middle is

$$C=-\frac{D}{24KL}y^4+ay^2+b .$$

The first derivative is odd in $y$ and must be continuous where the line closes, so it vanishes at $y=L/2$. This gives $-DL^2/(48K)+aL=0$, or $a=DL/(48K)$. The third derivative, $-Dy/(KL)$, then jumps by $D/K$ at $r=0$, as the delta function requires. Completing the square and using $y^2-L^2/4=-r(L-r)$,

$$C(r)=w^2-\frac{D}{24KL}\,r^2(L-r)^2,$$

where the constant is $w^2$ because $C(0)=w^2$. Since $G(r)=2[C(0)-C(r)]$,

$$G(r)=\frac{D\,r^2(L-r)^2}{12KL}.$$

The average of $C$ over $r$ vanishes because the $k=0$ mode is absent. With $\int_0^L r^2(L-r)^2dr=L^5/30$ this fixes the width:

$$w^2=\frac{D}{24KL^2}\,\frac{L^5}{30}=\frac{DL^3}{720K}.$$

Thus $w\propto L^{3/2}$ and $\alpha=3/2$. For $r\ll L$, however,

$$\sqrt{G(r)}\simeq r\sqrt{\frac{DL}{12K}},$$

so the local exponent is 1. The missing half power sits in the prefactor: at fixed $r$, the height difference grows as $L^{1/2}$. If $r/L$ is held fixed instead, $\sqrt G$ grows as $L^{3/2}$. Longer lines contain longer waves, and these raise the rms tilt of short segments.

## The same separation during growth

On an infinite line the sum over modes becomes an integral. Put $u=k\xi$, so that $2Kk^4t=u^4$. Integration by parts, with vanishing boundary terms, gives

$$w^2=\frac1\pi\int_0^\infty S\,dk=\frac{D\xi^3}{\pi K}\int_0^\infty\frac{1-e^{-u^4}}{u^4}du=\frac{D\xi^3}{\pi K}\,\frac43\int_0^\infty e^{-u^4}du=\frac{D\,\Gamma(1/4)}{3\pi K}\xi^3 .$$

The last step uses $\int_0^\infty u^pe^{-u^4}du=\tfrac14\Gamma[(p+1)/4]$. Hence $w\propto\xi^{3/2}\propto t^{3/8}$, again with exponent $3/2$. The mean-square slope follows in the same way:

$$s^2=\frac1\pi\int_0^\infty k^2S\,dk=\frac{D\xi}{\pi K}\,4\int_0^\infty u^2e^{-u^4}du=\frac{D\,\Gamma(3/4)}{\pi K}\xi .$$

To find $G=(2/\pi)\int_0^\infty S(1-\cos kr)\,dk$ at short distance, write $1-\cos kr=k^2r^2/2-q(kr)$ with $q(u)=\cos u-1+u^2/2$. The first part gives $s^2r^2$. In the second, the saturated part of $S$ needs the integral

$$\int_0^\infty\frac{q(u)}{u^4}du=\frac13\int_0^\infty\frac{u-\sin u}{u^3}du=\frac16\int_0^\infty\frac{1-\cos u}{u^2}du=\frac16\int_0^\infty\frac{\sin u}{u}du=\frac{\pi}{12}.$$

The part of $S$ with the exponential contains only $k\lesssim1/\xi$, so there $q(kr)\simeq k^4r^4/24$. Collecting the signs,

$$G(r)=s^2r^2-\frac{D}{6K}r^3+\frac{D\,\Gamma(5/4)}{12\pi K\xi}r^4+\dots\qquad(r\ll\xi).$$

The $r^3$ term has the power $2\alpha$ and does not depend on time. It is real, but it is a correction to the larger $r^2$ term. At $r\gg\xi$ the two heights are uncorrelated and $G\to2w^2$.

## What a short-distance slope can establish

**Bound.** Suppose the statistics of height differences do not depend on $x$, and $G(r)\simeq Ar^{2a}$ as $r\to0$, with $A>0$. Then $a\le1$.

*Proof.* Split the difference over $2r$ into two neighbouring differences:

$$h(x+2r)-h(x)=[h(x+2r)-h(x+r)]+[h(x+r)-h(x)].$$

Each bracket has root-mean-square value $\sqrt{G(r)}$. The triangle inequality for root-mean-square values gives $\sqrt{G(2r)}\le2\sqrt{G(r)}$. Inserting the power law and letting $r\to0$ gives $2^a\le2$, hence $a\le1$. No growth equation was used.

**Statement for power-law spectra.** Let a periodic line have $S=c|k|^{-(2\alpha+1)}$ with $\alpha>0$ and $c$ independent of $L$. Its global exponent is $\alpha$, and its local exponent is $\min(\alpha,1)$, with a logarithm at $\alpha=1$.

*Proof.* With $k=2\pi n/L$,

$$w^2=\frac{2c}{L}\left(\frac{L}{2\pi}\right)^{2\alpha+1}\sum_{n=1}^\infty n^{-(2\alpha+1)}\propto L^{2\alpha},\qquad G(r)=\frac{4c}{L}\sum_{k>0}\frac{1-\cos kr}{k^{2\alpha+1}} .$$

For $\alpha>1$, use $1-\cos kr\le k^2r^2/2$. Each term of $G/r^2$ is then bounded by a term of the convergent sum $\sum k^{1-2\alpha}$, so the limit may be taken term by term:

$$\frac{G(r)}{r^2}\to\frac{2c}{L}\sum_{k>0}k^{1-2\alpha}\propto L^{2\alpha-2}.$$

The local exponent is 1, and the prefactor of $\sqrt G$ grows as $L^{\alpha-1}$.

For $0<\alpha<1$, put $u=kr$. Its spacing $2\pi r/L$ tends to zero with $r$, and the sum becomes an integral:

$$G(r)\to\frac{2c}{\pi}r^{2\alpha}\int_0^\infty\frac{1-\cos u}{u^{2\alpha+1}}du .$$

The integral converges at small $u$ because $\alpha<1$ and at large $u$ because $\alpha>0$. The local exponent is $\alpha$, and the prefactor does not depend on $L$. In this range the familiar reading is correct.

At $\alpha=1$, modes with $k\lesssim1/r$ contribute $(2cr^2/L)\sum1/k\simeq(c/\pi)r^2\ln(L/r)$. The remaining modes add only a term of order $r^2$, because $1-\cos kr\le2$ and $\sum k^{-3}$ over $k\gtrsim1/r$ is of order $Lr^2$. The slope therefore approaches 1 slowly. This completes the proof.

Within this class, a slope of 1 therefore says that $\alpha\ge1$ and leaves its value open. Outside the class it says less: any edge with a finite mean-square slope has $G\simeq s^2r^2$ at small enough $r$, including one smoothed by a blunt probe.

## Three ways to recover the exponent

The first is the spectrum. For $k\xi\gg1$ it falls as $k^{-4}$, and $2\alpha+1=4$ gives $\alpha=3/2$. The second is the dependence of $w$ on $L$ or $\xi$.

The third removes the local tilt by taking second differences. Let $A$ and $B$ be neighbouring differences over $r$. Then $\langle(A-B)^2\rangle=2\langle A^2\rangle+2\langle B^2\rangle-\langle(A+B)^2\rangle$, or

$$G_2(r)=\langle[h(x+r)-2h(x)+h(x-r)]^2\rangle=4G(r)-G(2r).$$

The $r^2$ terms cancel, since $4-2^2=0$. The cubic term is multiplied by $4-8=-4$ and the quartic one by $4-16=-12$, so

$$G_2(r)=\frac{2D}{3K}r^3-\frac{D\,\Gamma(5/4)}{\pi K\xi}r^4+\dots$$

The slope of $\sqrt{G_2}$ tends to $3/2$. For power-law spectra with $\alpha>2$ it would in turn stop at 2, so this method serves only below that value. The price is sensitivity to measurement error: independent errors of variance $\sigma^2$ add $(1+4+1)\sigma^2=6\sigma^2$ to $G_2$, against $2\sigma^2$ to $G$.

## A metal sidewall

Consider a platinum line of height $H=20$ nm, capped on top, whose sidewall grows sideways by atomic layer deposition at 250 °C. Let $h$ be the edge position averaged over the height. If no material flows through the top and bottom of the wall, and the wall has no tilt there ($\partial h/\partial z=0$, with $z$ the height), height-dependent modes drop out of this average, and it obeys the one-dimensional equation.

Growth of 0.05 nm per 5 s cycle gives a speed $v=0.01$ nm/s. Material is taken to arrive as random nuclei of volume $V=30$ nm³. In a length $\Delta x$ and time $\Delta t$ the mean number is $N=vH\Delta x\Delta t/V$, which is also its variance. Each nucleus advances the segment by $V/(H\Delta x)$, so the variance of the advance is $Vv\Delta t/(H\Delta x)$. The noise law gives $2D\Delta t/\Delta x$, hence

$$D=\frac{Vv}{2H}=\frac{30\times0.01}{2\times20}=0.0075\ \text{nm}^3/\text{s}.$$

With $K=200$ nm⁴/s, $D/K=3.75\times10^{-5}$ nm⁻¹. After 400 cycles, or 2000 s, the thickness is 20 nm and $\xi=(2\times200\times2000)^{1/4}=29.9$ nm. The formulas give $w=0.62$ nm and an rms slope of 0.021. At 500 s they give $\xi=21.1$ nm and $w=0.37$ nm. The ratio of widths, 1.68, is the ratio of correlation lengths, 1.414, to the power $3/2$.

At 2000 s, numerical integration over $k$ gives $\sqrt{G}=0.0813$ nm at 4 nm and 0.1579 nm at 8 nm. The exponent read from this pair is $\ln(0.1579/0.0813)/\ln2=0.96$. It lies below 1 because the cubic term of $G$ is negative. Second differences over the same distances give 1.455 for continuous deposition without thermal noise.

For straight periodic lines of fixed length with the same $D$ and $K$, under continuous deposition without thermal noise, the saturated formulas give:

| $L$ (nm) | $w$ (nm) | $\sqrt{G(5\ \text{nm})}$ (nm) |
|---|---|---|
| 25 | 0.029 | 0.035 |
| 50 | 0.081 | 0.056 |
| 100 | 0.228 | 0.084 |

The slowest mode of the longest line relaxes in 160 s, so all three saturate within the growth time. With deposition in 5 s pulses, the table gives rms values over a whole cycle. Just before the next pulse the widths are about 0.001, 0.068 and 0.223 nm, because the shortest line smooths out within one cycle. The thermal noise estimated below would raise the tabulated widths by about 21%, 6% and 1%. For the shortest line the thermal width alone, 0.019 nm, far exceeds the 0.001 nm left from growth just before a pulse. All three tabulated widths lie below the diameter of a platinum atom, about 0.28 nm, and the lines receive only about 0.8, 1.7 and 3.3 nuclei per cycle. The figures are therefore averages over many lines of the height-averaged continuum edge, not the roughness seen at one height on a single real line. These lines isolate the effect of length. They do not describe small closed loops, whose edges are curved and lengthen as they grow outward. From 50 to 100 nm the width rises by a factor $2^{3/2}=2.83$. The height difference at 5 nm rises by a factor of about 1.5, slightly more than $\sqrt2$, because $r/L$ is not negligible.

## Where the real edge departs from the model

The temperature and growth per cycle are rough values for platinum deposition. $V$ and $K$ are effective parameters chosen to give a correlation length of tens of nanometres; they are not measurements. $K$ also depends exponentially on the energy barrier to surface diffusion. At 250 °C a barrier higher by 0.2 eV lowers $K$ by a factor of about 85 and $\xi$ by a factor of about 3, so a real platinum edge may have a much shorter correlation length. A patterned line also does not start flat. If it carried 1 nm of independent roughness at wavelengths well above $2\pi\xi\approx190$ nm, say 500 nm and longer, smoothing would barely remove it (at 150 nm it would remove about 70% of the amplitude), and the total width would be $\sqrt{1^2+0.62^2}=1.18$ nm instead of 0.62 nm. Crystal facets and grain boundaries would make the smoothing nonuniform, an effect not sized here.

Deposition in pulses affects the choice of method. Each pulse adds $2D\tau$ to the spectrum, with $\tau=5$ s, and then decays. Just before the next pulse,

$$S(k)=2D\tau\sum_{n=1}^{400}e^{-2Kk^4n\tau}.$$

Integrated over $k$, this lowers $s^2$ by 19% but $w$ by only 0.3%. Modes with $1/k$ well below $(2K\tau)^{1/4}=6.7$ nm have largely relaxed by then. In terms of wavelength the effect reaches further: at 30 nm only 8% of the spectrum for continuous deposition remains. Even at 60 nm the local slope of the spectrum would give $\alpha=1.75$ instead of 1.5. The second-difference value 1.455 therefore cannot be carried over to an edge inspected at that moment. Without thermal noise, the same window of 4 to 8 nm then gives 1.93, close to the value 2 of a smooth edge. With the thermal noise estimated below it gives about 1.10. For an edge that starts flat, the growth of $w$ with $\xi$ is then the safer route to $\alpha$: with pulses and thermal noise together it gives about 1.51 between 500 and 2000 s.

Thermal motion of atoms along the edge adds another noise. The surface energy is $\tfrac12\gamma H\int(\partial h/\partial x)^2dx$, and equipartition gives $S_{\rm th}=k_BT/(\gamma Hk^2)$. This has $\alpha=1/2$ and contributes $G_{\rm th}=k_BTr/(\gamma H)$ for $r\ll\xi$. With a rough $\gamma=2$ J/m², the prefactor is $1.8\times10^{-4}$ nm. At 4 nm the thermal part of $G$ is 11% of the growth part, and it lowers the first-difference reading from 0.96 to 0.92. Second differences suffer more. Their thermal part is $4G_{\rm th}(r)-G_{\rm th}(2r)=2k_BTr/(\gamma H)$, which at 4 nm is 0.0014 nm² against 0.0015 nm² from growth. For continuous deposition it lowers the second-difference reading from 1.455 to about 1.13.

The nuclei are about $V^{1/3}=3.1$ nm across, so the noise is correlated over that distance. If each nucleus is spread evenly over this width along the line, $s^2$ falls by about 4%, and the second-difference reading for continuous deposition without thermal noise rises from 1.455 to 1.52. Reading the edge at one height instead of averaging admits modes $\cos(m\pi z/H)$, for which $k^2$ in the spectrum becomes $k^2+(m\pi/H)^2$. Averaged over the reading height, the first six, with half wavelengths down to about the nucleus size, add 0.75% to $w^2$ and 33% to $s^2$. The second figure depends on this cutoff, because the sum for $s^2$ grows logarithmically with the number of modes. The same six modes lower the second-difference reading from 1.455 to 1.18.

If the wall advances at speed $v$ along its own normal, a slope adds about $vs^2/2$ to the sideways speed. Since $s^2\propto t^{1/4}$, the accumulated extra advance is $\tfrac25vts^2=0.0035$ nm, or 0.6% of $w$. This uniform advance is not itself roughness. Solving the one-dimensional equation numerically with the term $\tfrac12v(\partial h/\partial x)^2$ included, on a periodic line of 256 nm, changes $w$ at 2000 s by less than 0.1%, so the nonlinear term is weak here.

A smoothing term $\nu\,\partial^2h/\partial x^2$ would change the exponent itself. It matches the fourth-derivative term at $k=1/\xi$ when $\nu=K/\xi^2=0.22$ nm²/s. With this value the width at 2000 s falls from 0.62 to 0.57 nm, and the exponent read from $w$ against $\xi$ between 500 and 2000 s falls from 1.5 to 1.38. Where the added term dominates, the saturated spectrum is $D/(\nu k^2)$ and the global exponent becomes $1/2$. The value $3/2$ thus belongs to the range of lengths over which surface diffusion controls the smoothing.

Numerical values quoted here were computed with a short program.
